**Question: first-order Uehling shift of 2s and 2p in muonic hydrogen, and why my delta-function estimate fails**

I am asked to average the Uehling potential over the nonrelativistic 2s and 2p functions of muonic hydrogen, to obtain a splitting of 205.0 meV, and to explain why the same effect is small in ordinary hydrogen. I replaced the potential by its contact form $-\tfrac{4}{15}Z\alpha^3\delta^3(\mathbf r)$ in atomic units, used the reduced mass in $|\psi_{2s}(0)|^2$, and got 0.72 eV, which is 3.5 times too large. Where does this go wrong, how is the average done properly, and is 205.0 meV the whole 2p-2s splitting?

**Answer**

The contact form needs an orbit much wider than the range of the potential. That range is set by the electron in the loop, and the muon's Bohr radius is comparable to the electron's reduced Compton wavelength $\hbar/m_ec$ (about three quarters of it) instead of much larger, so the wave function varies across the range of the potential and the full potential has to be averaged. The number 205.0 meV is also not the whole interval. It is the first-order contribution of one electron-positron loop, for a point proton, with spinless Schrödinger functions.

I use atomic units, $\hbar=m_e=e=1$ and $c=1/\alpha$, so the electron's reduced Compton wavelength $\hbar/m_ec$ equals $\alpha$. The bound particle has reduced mass $\mu$, the nucleus has charge $Z$, and the orbit scale is $a=1/(\mu Z)$.

### The potential

One result is taken from QED as the starting point. A static Coulomb interaction $-4\pi Z/q^2$ in momentum space acquires, from one electron loop with the charge renormalized at $q=0$, the correction

$$\delta V(q)=-\frac{4\pi Z}{q^2}\,\Pi(q),\qquad \Pi(q)=\frac{2\alpha}{\pi}\int_0^1 x(1-x)\ln\!\Big[1+x(1-x)\frac{q^2}{c^2}\Big]dx .$$

Since $\Pi\ge0$, the attraction grows at short distance. To transform to position space, write $\Pi$ as a sum of simple poles in $q^2$. Put $x=(1-v)/2$, so $x(1-x)=(1-v^2)/4$. The integrand is even in $v$, hence $\int_0^1dx=\tfrac12\int_{-1}^1dv=\int_0^1dv$. With $Q=q/c$,

$$\Pi=\frac{\alpha}{2\pi}\int_0^1(1-v^2)\ln\!\Big[1+\frac{(1-v^2)Q^2}{4}\Big]dv .$$

Integrate by parts, using $v-v^3/3$ as the antiderivative of $1-v^2$. The boundary term vanishes, because the antiderivative is zero at $v=0$ and the logarithm is zero at $v=1$. The derivative of the logarithm is $-2vQ^2/[4+(1-v^2)Q^2]$, so

$$\Pi=\frac{\alpha}{\pi}\int_0^1 v^2\Big(1-\frac{v^2}{3}\Big)\frac{Q^2}{4+(1-v^2)Q^2}\,dv .$$

Let $t=1/\sqrt{1-v^2}$, which runs from 1 to $\infty$. Then $v^2=1-1/t^2$, $v\,dv=dt/t^3$, $1-v^2/3=\tfrac23(1+1/2t^2)$, and the last factor becomes $t^2Q^2/(4t^2+Q^2)$. The remaining product is $t^2v^2dv=v\,dt/t=\sqrt{t^2-1}\,dt/t^2$. Therefore

$$\Pi=\frac{2\alpha}{3\pi}\int_1^\infty w(t)\,\frac{q^2}{q^2+4c^2t^2}\,dt,\qquad w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

The factor $q^2$ cancels the $1/q^2$ of the Coulomb term and leaves $4\pi/(q^2+\lambda^2)$ with $\lambda=2ct$. This is the transform of a Yukawa function, since $\int e^{-i\mathbf q\cdot\mathbf r}e^{-\lambda r}r^{-1}d^3r=(4\pi/q)\int_0^\infty\sin(qr)e^{-\lambda r}dr=4\pi/(q^2+\lambda^2)$. The Uehling potential follows:

$$V_U(r)=-\frac Zr\,\frac{2\alpha}{3\pi}\,\chi(cr),\qquad \chi(\rho)=\int_1^\infty w(t)\,e^{-2\rho t}dt .$$

Each $t$ is a pair of invariant mass $2t\,m_e$, and the lightest pair fixes the range at about $1/2c$. The mass of the bound particle appears nowhere in $V_U$.

For $\rho\gg1$ only $t=1+\epsilon$ near threshold counts, where $w\approx\tfrac32\sqrt{2\epsilon}$. With $\int_0^\infty\sqrt\epsilon\,e^{-2\rho\epsilon}d\epsilon=\tfrac{\sqrt\pi}{2}(2\rho)^{-3/2}$ this gives $\chi\approx\tfrac{3\sqrt\pi}{8}\rho^{-3/2}e^{-2\rho}$, so $\tfrac{2\alpha}{3\pi}\chi\approx\alpha e^{-2\rho}/(4\sqrt\pi\rho^{3/2})$. For $\rho\ll1$ split $w=1/t+(w-1/t)$. The first piece gives the exponential integral $E_1(2\rho)\to-\ln2\rho-\gamma$. In the second the exponential may be set to 1. With $t=\cosh\tau$, $w\,dt=(\tanh^2\tau+\tfrac12\tanh^2\tau\,\mathrm{sech}^2\tau)\,d\tau$, whose integral up to large $T$ is $T-\tanh T+\tfrac16\tanh^3T\to T-\tfrac56$, while $\int dt/t=\ln\cosh T\to T-\ln2$. The second piece is thus $\ln 2-\tfrac56$, and $\chi\to-\ln\rho-\gamma-\tfrac56$: a logarithmically running charge inside the Compton wavelength and exponential decay outside.

### Averages over 2s and 2p

The levels 2s and 2p are degenerate in the Coulomb field, but $V_U$ is central and has no matrix elements between different $l$ or $m$. The first-order shifts are the diagonal averages. With $x=r/a$,

$$R_{20}^2=\frac1{2a^3}\Big(1-\frac x2\Big)^2e^{-x},\qquad R_{21}^2=\frac{1}{24a^3}\,x^2e^{-x}.$$

Define $k=\lambda a$ and $s=1+k$, and use $\int_0^\infty x^ne^{-sx}dx=n!/s^{n+1}$. The measure is $r^2dr/r=a^2x\,dx$. For 2s, $x(1-x/2)^2=x-x^2+x^3/4$, so

$$\Big\langle\frac{e^{-\lambda r}}r\Big\rangle_{2s}=\frac1{2a}\Big[\frac1{s^2}-\frac2{s^3}+\frac{3}{2s^4}\Big]=\frac{2s^2-4s+3}{4as^4}=\frac{1+2k^2}{4a(1+k)^4},$$

where $2s^2-4s+3=2(s-1)^2+1$. For 2p,

$$\Big\langle\frac{e^{-\lambda r}}r\Big\rangle_{2p}=\frac1{24a}\,\frac{3!}{s^4}=\frac{1}{4a(1+k)^4}.$$

At $k=0$ both equal $1/4a$, because a uniform change of the nuclear charge leaves the Coulomb degeneracy intact. The difference, 2s minus 2p, is $k^2/[2a(1+k)^4]$.

Now $k=2cta=2\beta t$, where

$$\beta=ca=\frac1{\alpha\mu Z}$$

is the orbit scale measured in reduced electron Compton wavelengths. Multiply the averages by $-Z\tfrac{2\alpha}{3\pi}w$, integrate over $t$, and use $Z/a=\mu Z^2$:

$$\delta E_{2s}=-\frac{\alpha\mu Z^2}{6\pi}\int_1^\infty w\,\frac{1+2k^2}{(1+k)^4}dt,\qquad \delta E_{2p}=-\frac{\alpha\mu Z^2}{6\pi}\int_1^\infty\frac{w}{(1+k)^4}dt,$$

$$\Delta E=\delta E_{2p}-\delta E_{2s}=\frac{\alpha}{3\pi}\,\mu Z^2F(\beta),\qquad F(\beta)=\int_1^\infty w(t)\frac{k^2}{(1+k)^4}\,dt .$$

Both levels go down, and since the integrand of $F$ is positive, 2s goes down further for every $\beta$.

### Evaluating $F$

Put $u=1/t$ and $b=2\beta$. Then $|dt|=du/u^2$ and $\sqrt{t^2-1}/t^2=u\sqrt{1-u^2}$, so

$$w\,dt=\Big(1+\frac{u^2}2\Big)\sqrt{1-u^2}\,\frac{du}u,\qquad \frac{k^2}{(1+k)^4}=\frac{b^2u^2}{(u+b)^4}.$$

The substitution $u=\sin\theta$ removes the square root, $\sqrt{1-u^2}\,du=(1-u^2)\,d\theta$:

$$F=b^2\int_0^{\pi/2}\frac{P(\sin\theta)}{(\sin\theta+b)^4}\,d\theta,\qquad P(u)=u(1-u^2)\Big(1+\frac{u^2}{2}\Big)=u-\frac{u^3}2-\frac{u^5}2 .$$

Unless $b$ is small, the integrand varies slowly and a short Gauss rule is enough; for $b\ll1$ it peaks sharply near $\theta\approx b/3$ and needs a finer rule. A closed form also exists. The Taylor expansion of the quintic about $u=-b$ is exact, $P(u)=\sum_{j=0}^5P^{(j)}(-b)(u+b)^j/j!$, which gives

$$F=b^2\sum_{j=0}^5\frac{P^{(j)}(-b)}{j!}J_{4-j},\qquad J_n=\int_0^{\pi/2}\frac{d\theta}{(\sin\theta+b)^n}.$$

Directly, $J_0=\pi/2$ and $J_{-1}=1+b\pi/2$, and differentiating under the integral gives $J_{n+1}=-J_n'(b)/n$. For $J_1$ with $b>1$, set $\sigma=\tan(\theta/2)$, so that $\sin\theta=2\sigma/(1+\sigma^2)$ and $d\theta=2d\sigma/(1+\sigma^2)$:

$$J_1=\int_0^1\frac{2\,d\sigma}{b\sigma^2+2\sigma+b}=\frac{2}{\sqrt{b^2-1}}\Big[\arctan\frac{b\sigma+1}{\sqrt{b^2-1}}\Big]_0^1 .$$

Write $b=1/\cos\varphi$, so $\sqrt{b^2-1}=\tan\varphi$. The upper argument is $(1+\cos\varphi)/\sin\varphi=\cot(\varphi/2)$ and the lower is $\cot\varphi$. The bracket is $(\tfrac\pi2-\tfrac\varphi2)-(\tfrac\pi2-\varphi)=\varphi/2$, and $J_1=\arccos(1/b)/\sqrt{b^2-1}$.

### Muonic hydrogen

With $m_\mu=206.768283$ and $m_p=1836.15267$ in electron masses,

$$\mu=\frac{206.768283\times1836.15267}{206.768283+1836.15267}=185.84083,\qquad\beta=\frac{137.035999}{185.84083}=0.7373837,$$

and $b=1.4747674$. In lengths, $a=0.5291772\ \text{Å}/185.84083=2.847475\times10^{-3}$ Å, against a reduced Compton wavelength of $3.861593\times10^{-3}$ Å. The energy prefactor is

$$\frac{\alpha\mu}{3\pi}=\frac{185.84083\times27.211386\ \text{eV}}{3\pi\times137.035999}=3.915489\ \text{eV}.$$

The six-point Gauss-Legendre rule takes the zeros $z_i$ of the sixth Legendre polynomial, maps them to $\theta_i=\tfrac\pi4(z_i+1)$, and scales the weights by $\pi/4$. The last column is $b^2P(\sin\theta)/(\sin\theta+b)^4$.

| $\theta$ (rad) | weight | integrand |
|---|---|---|
| 0.0530383 | 0.1345579 | 0.0211337 |
| 0.2660855 | 0.2833415 | 0.0604019 |
| 0.5979871 | 0.3674987 | 0.0561926 |
| 0.9728092 | 0.3674987 | 0.0272530 |
| 1.3047108 | 0.2833415 | 0.0060029 |
| 1.5177580 | 0.1345579 | 0.0002444 |

Grouping equal weights,

$$F\approx0.1345579\,(0.0211337+0.0002444)+0.2833415\,(0.0604019+0.0060029)$$
$$+\,0.3674987\,(0.0561926+0.0272530)=0.0523580 .$$

The closed form, with $J_1,\dots,J_4=0.76171567,\ 0.37898175,\ 0.19372543,\ 0.10178395$, gives 0.0523581. Then

$$\Delta E=3.915489\ \text{eV}\times0.0523581=0.205007\ \text{eV}=205.0\ \text{meV}.$$

The separate shifts are $\delta E_{2s}=-0.219584$ eV and $\delta E_{2p}=-0.014577$ eV. The 2p shift is not zero, which a delta function cannot reproduce.

The numerical check tests this value three other ways. Radial quadrature of $V_U$ over the wave functions, and a momentum-space average that uses the Feynman-parameter $\Pi(q)$ and never forms $V_U(r)$, both agree with the formula within a relative tolerance of $10^{-8}$. Diagonalizing Coulomb plus $\pm V_U$ in a Laguerre basis and taking the part odd in $V_U$ agrees within $10^{-5}$ relative to $\Delta E$.

### Where the contact form comes from and where it stops

Since $k\ge b$ on the whole range, for $b>1$ one may expand $k^2/(1+k)^4=k^{-2}(1+1/k)^{-4}=k^{-2}-4k^{-3}+10k^{-4}-\dots$ and integrate term by term:

$$F=\frac{M_2}{b^2}-\frac{4M_3}{b^3}+\frac{10M_4}{b^4}-\dots,\qquad M_n=\int_1^\infty\frac{w}{t^n}\,dt=A_{n-1}+\tfrac12A_{n+1},$$

where the $u=\sin\theta$ form of $w\,dt$ gives $A_m=\int_0^{\pi/2}\sin^m\theta\cos^2\theta\,d\theta$. With the Wallis integrals $W_m=\int_0^{\pi/2}\sin^m\theta\,d\theta$, which obey $W_{m+2}=\tfrac{m+1}{m+2}W_m$, one has $A_m=W_m-W_{m+2}=W_m/(m+2)$. From $W_0=\pi/2$ and $W_1=1$ follow $W_2=\pi/4$, $W_3=2/3$, $W_4=3\pi/16$, $W_5=8/15$, and so $A_1=\tfrac13$, $A_2=\tfrac\pi{16}$, $A_3=\tfrac2{15}$, $A_4=\tfrac\pi{32}$, $A_5=\tfrac8{105}$. Hence

$$M_2=\tfrac13+\tfrac1{15}=\tfrac25,\qquad M_3=\tfrac\pi{16}+\tfrac\pi{64}=\tfrac{5\pi}{64},\qquad M_4=\tfrac2{15}+\tfrac4{105}=\tfrac6{35}.$$

The first term is $M_2/4\beta^2=\alpha^2\mu^2Z^2/10$, and the second relative to the first is $-4M_3/(M_2b)=-(25\pi/32)/(2\beta)$. So for $\beta\gg1$

$$\Delta E=\frac{\alpha^3\mu^3Z^4}{30\pi}\Big[1-\frac{25\pi}{64\beta}+O(\beta^{-2})\Big].$$

The leading term is your calculation. At $q\ll c$, $\Pi\approx\tfrac{2\alpha}{3\pi}\tfrac{q^2}{4c^2}M_2=\alpha^3q^2/15\pi$, so $\delta V(q)=-\tfrac4{15}Z\alpha^3$, a constant, which is $-\tfrac4{15}Z\alpha^3\delta^3(\mathbf r)$ in position space. With $|\psi_{2s}(0)|^2=R_{20}^2(0)/4\pi=(\mu Z)^3/8\pi$ and $\psi_{2p}(0)=0$ this gives $\alpha^3\mu^3Z^4/30\pi$.

For muonic hydrogen $25\pi/64\beta=1.664$: the first correction exceeds the leading term, and the truncation is useless. The sign of your error is fixed too. Because $k^2/(1+k)^4<1/k^2$ for all $k>0$, the contact value always lies above the first-order result; here $0.720110/0.205007=3.513$.

In the opposite limit $\beta\to0$ (still with $Z\alpha\ll1$), the integrand of $F$ lives at $t\sim1/\beta\gg1$. From the $u$ form, $tw=(1+u^2/2)\sqrt{1-u^2}$, whose square is $1-\tfrac34u^4-\tfrac14u^6$. So $w<1/t$ everywhere and $w-1/t$ falls as $t^{-5}$. Replacing $w\,dt$ by $dk/k$ and extending the range to $k=0$,

$$F\to\int_0^\infty\frac{k\,dk}{(1+k)^4}=\int_0^\infty\Big[\frac1{(1+k)^3}-\frac1{(1+k)^4}\Big]dk=\frac12-\frac13=\frac16 .$$

Both replacements enlarge a positive integral, so $1/6$ is an upper bound on $F$, and since $k^2/(1+k)^4\le4\beta^2t^2$ each costs only $O(\beta^2)$. At $\beta=10^{-5}$ the program finds 0.166667. The growth of $\Delta E$ as $\mu^3$ therefore flattens to $\mu^1$. Muonic hydrogen lies between, with a computed slope $d\ln\Delta E/d\ln\mu=2.03$.

### Ordinary hydrogen

Here $\mu=0.9994557$, $a=0.5294654$ Å, $\beta=137.1106$, the prefactor is $2.105758\times10^{-2}$ eV and $F=5.272032\times10^{-6}$:

$$\Delta E=2.105758\times10^{-2}\ \text{eV}\times5.272032\times10^{-6}=1.11016\times10^{-7}\ \text{eV}=26.84\ \text{MHz}.$$

The contact value is $1.12012\times10^{-7}$ eV, a factor 1.00897 above this, in line with $25\pi/64\beta=0.00895$. Since $1/\beta\propto\mu$, the two-term formula predicts a slope $3-25\pi/64\beta$, and finite differences of the radial quadrature give 2.9911. The 2p shift starts at the term $k^{-4}$ of $(1+k)^{-4}$, namely $-\tfrac{\alpha}{6\pi}\mu Z^2M_4/b^4$, which the program checks to 2% of the full value $-3.16\times10^{-13}$ eV.

The ratio of the two splittings factors into an energy scale and an overlap:

$$\frac{\Delta E_{\mu\text{H}}}{\Delta E_{\text H}}=\frac{\mu_\mu}{\mu_e}\times\frac{F_\mu}{F_e}=185.942\times9.9313\times10^3=1.8466\times10^6 .$$

The first factor scales every level alike. The second is the reason the effect is small relative to the spectrum: $\Delta E$ divided by the $n=2$ binding energy $\mu Z^2/8$ is $8\alpha F/3\pi$, which is $3.24\times10^{-4}$ of 632.12 eV for the muon and $3.27\times10^{-8}$ of 3.3996 eV for the electron. For a bound electron the loop mass and the orbiting mass are nearly the same, so $\beta\approx1/Z\alpha$. For $Z\alpha\ll1$ this is large, and $F\approx1/10\beta^2$ costs two more powers of $Z\alpha$. For heavy nuclei it is not large: $1/10\beta^2$ exceeds $F$ by 9% at $Z=10$ and by about 50% at $Z=50$, where Schrödinger functions are also no longer adequate. As a picture of the overlap, the probability of finding the 2s particle within one reduced electron Compton wavelength of the proton is $6.4\times10^{-8}$ in hydrogen and $4.7\times10^{-2}$ in muonic hydrogen. Pure $\mu^3$ scaling would predict a ratio of $6.43\times10^6$, about 3.5 times the true one.

The claim that $\beta$ decides the matter can be tested by changing the loop and keeping the orbit. A loop of mass $M$ replaces $c$ by $Mc$ in $\Pi$, so $\beta=M/(\alpha\mu Z)$ and the contact value is divided by $M^2$. For a muon loop in muonic hydrogen $\beta=152.47$ and $F=4.2673\times10^{-6}$, so $\Delta E=3.915489\ \text{eV}\times4.2673\times10^{-6}=1.671\times10^{-5}$ eV. The same small orbit gives four orders of magnitude less, and the program confirms that the two-term contact formula holds again, within $10^{-4}$ of the full first-order value.

### Comparison with the proton size

A spherical charge distribution with mean square radius $r_p^2$ multiplies $-4\pi Z/q^2$ by its form factor $\langle\sin qr/qr\rangle\approx1-q^2r_p^2/6$. The correction is $+\tfrac{2\pi}3Zr_p^2\,\delta^3(\mathbf r)$, which raises 2s by $\tfrac{2\pi}{3}Zr_p^2(\mu Z)^3/8\pi=\mu^3Z^4r_p^2/12$. Comparing $1-q^2r^2/6$ with $1+\Pi\approx1+\alpha^3q^2/15\pi$, the Uehling contact term acts as a negative mean square radius $r^2=-2\alpha^3/5\pi$, with $\sqrt{-r^2}=1.1771\times10^{-4}$ Å. With $r_p=8.4075\times10^{-6}$ Å the ratio of the two contact terms is $(1.1771\times10^{-4}/8.4075\times10^{-6})^2=196.0$ in magnitude, whatever $\mu$ is.

The proton is far smaller than either orbit, so its term stays a contact term. For a uniformly charged sphere, direct quadrature agrees with $\mu^3r_p^2/12$ within the tested 0.5% in both atoms. The contact-formula shifts are $5.71\times10^{-10}$ eV in hydrogen and $3.67\times10^{-3}$ eV in muonic hydrogen. In the muonic atom the Uehling term has fallen below its contact value by 3.513 while the size term has fallen by only 0.3% (to $3.66\times10^{-3}$ eV for the uniform sphere in first order), and their ratio drops to about 56: $196.0/3.513=55.8$ with the contact size term, 56.0 with the sphere average.

### What 205.0 meV leaves out

The proton size reduces the 2p-2s interval by about $3.7\times10^{-3}$ eV, as just found. Second order in $V_U$, taken from the even part of the diagonalization, adds $+1.5\times10^{-4}$ eV, below $10^{-3}$ of $\Delta E$ but enough to change the fourth figure. So 205.0 meV is meaningful to four figures as a defined first-order term, and not as a prediction of the interval. Not computed here are the two-loop polarization (one more power of $\alpha$ than $\Delta E$), relativistic corrections to the Uehling average (order $(Z\alpha)^2$ relative to $\Delta E$), the fine and hyperfine structure that spin brings (the fine structure is of order $(Z\alpha)^2$ times the binding energy, a scale of $\alpha^2\times632$ eV $\approx0.03$ eV before numerical factors, so it is not negligible beside $\Delta E$), recoil, and the self-energy of the bound particle.

The self-energy explains why the ranking differs between the atoms, at the level of a scaling argument that is not tested here. It modifies the coupling of the bound lepton on the scale of that lepton's own Compton wavelength, so it behaves like a loop with $M$ equal to the lepton mass, of order $\alpha^3\mu^3Z^4/M^2$ times a logarithm, in either atom. In hydrogen it has the same power counting as the Uehling term. The measured $2s$-$2p_{1/2}$ interval there is roughly $4\times10^{-6}$ eV with 2s above, opposite in sign to the $1.1\times10^{-7}$ eV found here, which is a few percent of it. In muonic hydrogen the self-energy carries $1/m_\mu^2$, as the muon loop does, while the electron loop has no such factor. The measured interval is roughly 0.20 eV with 2s below, close to the Uehling term alone.

## Numbers as computed

```
1/alpha = 137.035999; Hartree = 27.211386 eV
Bohr radius = 0.5291772 angstrom
m_muon/m_e = 206.768283; m_p/m_e = 1836.15267
electron reduced Compton wavelength = 3.861593e-03 angstrom
proton rms radius = 8.4075e-06 angstrom
moments M2, M3, M4 = 0.400000, 0.245437, 0.171429
muH: mu = 185.8408344 m_e; a = 2.847475e-03 angstrom
muH: beta = 0.7373837; b = 1.4747674
muH: n=2 binding energy mu/8 = 632.12334 eV
muH: prefactor alpha*mu/(3 pi) = 3.9154891e+00 eV
muH: F = 5.2358052e-02
muH: shift 2s = -2.195840e-01 eV; shift 2p = -1.457658e-02 eV
muH: splitting 2p-2s = 2.050074e-01 eV
muH: splitting/binding = 3.2432e-04
muH: contact estimate = 7.201102e-01 eV
muH: contact/exact = 3.51261; 25pi/(64 beta) = 1.66424
muH: probability inside Compton length 2s 4.707e-02, 2p 1.259e-02
muH: d ln(splitting)/d ln(mu) = 2.0315
muH: proton size shift of 2s = 3.6739e-03 eV
H: mu = 0.9994557 m_e; a = 5.294654e-01 angstrom
H: beta = 137.1106313; b = 274.2212626
H: n=2 binding energy mu/8 = 3.39957 eV
H: prefactor alpha*mu/(3 pi) = 2.1057578e-02 eV
H: F = 5.2720316e-06
H: shift 2s = -1.110165e-07 eV; shift 2p = -3.157211e-13 eV
H: splitting 2p-2s = 1.110162e-07 eV
H: splitting/binding = 3.2656e-08
H: contact estimate = 1.120124e-07 eV
H: contact/exact = 1.00897; 25pi/(64 beta) = 0.00895
H: probability inside Compton length 2s 6.396e-08, 2p 1.709e-13
H: d ln(splitting)/d ln(mu) = 2.9911
H: proton size shift of 2s = 5.7147e-10 eV
main result muH = 205.0074 meV
main result H = 26.8436 MHz
Gauss table muH: theta (rad), weight, integrand
  0.0530383  0.1345579  0.0211337
  0.2660855  0.2833415  0.0604019
  0.5979871  0.3674987  0.0561926
  0.9728092  0.3674987  0.0272530
  1.3047108  0.2833415  0.0060029
  1.5177580  0.1345579  0.0002444
F muH: Gauss sum = 0.0523580; closed form = 0.0523581
J1..J4 muH = 0.76171567, 0.37898175, 0.19372543, 0.10178395
momentum-space splitting muH = 2.050074e-01 eV
second order in V_U, muH = 1.51e-04 eV
ratio of mu = 185.9420; cubed = 6.4288e+06
ratio of F = 9.9313e+03; ratio of splittings = 1.8466e+06
F at beta = 1e-5: 0.166667
muon loop in muH: beta = 152.4676; F = 4.26732e-06
muon loop in muH: splitting = 1.6709e-05 eV
Uehling contact length sqrt(-r^2) = 1.1771e-04 angstrom
Uehling contact / proton size term = 196.0
muH: Uehling splitting / proton size shift = 55.80
```
